# Localization in the strongly disordered Anderson chain: forward scattering and beyond

**The model.** An electron moves on a chain of $N$ sites with Hamiltonian

$$H=\sum_{n=1}^{N}\varepsilon_n|n\rangle\langle n|+t\sum_{n=1}^{N-1}\big(|n\rangle\langle n+1|+|n+1\rangle\langle n|\big),\qquad t>0 .$$

The site energies $\varepsilon_n$ are independent and uniformly distributed on $[-W/2,W/2]$. Lengths are in lattice spacings and numerical energies in units of $t$. With $G(E)=(E-H)^{-1}$, the inverse localization length is defined by the decay of the amplitude from one end to the other,

$$\gamma=-\lim_{N\to\infty}\frac1N\ln|t\,G_{1N}(E)| .$$

The probability density $|\psi|^2$ then decays at the rate $2\gamma$. Strong disorder means $W\gg t$.

## Part (a)

**Question.** Expand $G_{1N}$ in powers of the hopping and keep the path that never turns back. Evaluate it at $E=0$ for eight sites with energies $6,-3,8,-7,2,-9,5,-4$.

**Answer.** Write $E-H=D-V$, where $D$ is diagonal with entries $a_n=E-\varepsilon_n$ and $V$ contains the hopping. Iterating $G=D^{-1}+D^{-1}VG$ gives

$$G=D^{-1}+D^{-1}VD^{-1}+D^{-1}VD^{-1}VD^{-1}+\dots$$

Each term of $G_{1N}$ is a walk from site 1 to site $N$. Every hop contributes $t$, and every visit to a site contributes a locator $1/a_n$. The walk without reversals has $N-1$ hops and visits each of the $N$ sites once:

$$G_F=t^{N-1}\prod_{n=1}^{N}\frac{1}{E-\varepsilon_n}.$$

This is the forward-scattering approximation. In the example the eight factors $-\varepsilon_n$ include four negative ones, so the product is positive:

$$G_F=\frac{1}{6\cdot3\cdot8\cdot7\cdot2\cdot9\cdot5\cdot4}=\frac1{362880}=2.756\times10^{-6}.$$

## Part (b)

**Question.** Find the inverse localization length $\gamma_F$ that follows from $G_F$ at $E=0$. Why is the logarithm averaged, and not $|G_F|$ itself? For which $W$ does the answer cease to describe decay?

**Answer.** At $E=0$,

$$-\frac1N\ln|tG_F|=\frac1N\sum_{n=1}^{N}\ln|\varepsilon_n|-\ln t .$$

The terms are independent, so by the law of large numbers the sum tends to the mean:

$$\langle\ln|\varepsilon|\rangle=\frac2W\int_0^{W/2}\ln\varepsilon\,d\varepsilon=\frac2W\Big[\varepsilon\ln\varepsilon-\varepsilon\Big]_0^{W/2}=\ln\frac W2-1 .$$

Therefore

$$\boxed{\gamma_F=\ln\frac{W}{2t}-1}$$

The $-1$ comes from sites with energies well inside the band, whose locators are larger than $2/W$.

Put $|\varepsilon|=(W/2)y$ with $y$ uniform on $(0,1)$. Then $-\ln y$ has an exponential distribution with mean 1 and variance 1. Hence $\ln|G_F|$ has a mean proportional to $N$ and a spread of only $\sqrt N$, so its value per site is sharp in a long chain. The mean of $|G_F|$ contains $\int d\varepsilon/|\varepsilon|$, which diverges at $\varepsilon=0$. It is governed by rare resonant sites and does not describe a typical chain.

The result vanishes when $W/2t=e$, that is at $W=2et\approx5.44\,t$. Below this value $\gamma_F$ is negative and would mean growth, so the approximation has failed.

## Part (c)

**Question.** Include all reversals by expressing $G_{1N}$ through a determinant, and relate it to the transfer recursion for $\psi_n$. Find the first correction to $G_F$ for fixed energies and small $t$. Can this correction be averaged over the disorder term by term?

**Answer.** The element $G_{1N}$ is the cofactor of entry $(N,1)$ of $E-H$ divided by $\det(E-H)$. Deleting row $N$ and column 1 leaves a triangular matrix with $-t$ on its diagonal, so

$$G_{1N}=\frac{(-1)^{N+1}(-t)^{N-1}}{\det(E-H)}=\frac{t^{N-1}}{\det(E-H)} .$$

Let $D_n$ be the determinant for the first $n$ sites, with $D_0=1$ and $D_{-1}=0$. Expansion along the last row gives

$$D_n=a_nD_{n-1}-t^2D_{n-2}.$$

Setting $\psi_{n+1}=D_n/t^n$ turns this into

$$\psi_{n+1}=\frac{E-\varepsilon_n}{t}\psi_n-\psi_{n-1},\qquad \psi_0=0,\quad\psi_1=1,$$

which is the Schrödinger equation solved site by site. Since $tG_{1N}=1/\psi_{N+1}$, the growth rate of the transfer recursion is the decay rate of $G_{1N}$.

The ratios $R_n=D_n/D_{n-1}$ obey

$$R_1=a_1,\qquad R_n=a_n-\frac{t^2}{R_{n-1}},\qquad \det(E-H)=\prod_{n=1}^N R_n .$$

For small $t$, $R_n=a_n[1-t^2/(a_na_{n-1})]+O(t^4)$. Multiplying these factors and inverting gives, at $E=0$ where $a_na_{n+1}=\varepsilon_n\varepsilon_{n+1}$,

$$\frac{G_{1N}}{G_F}=1+t^2\sum_{n=1}^{N-1}\frac1{\varepsilon_n\varepsilon_{n+1}}+O(t^4).$$

In the eight-site example all neighbours have opposite signs, so every term is negative. The sum is $-0.314$ and the estimated ratio is $0.686$. The full ratio is $2.048/2.756=0.743$.

Term-by-term averaging is not legitimate, because $\langle1/|\varepsilon_n\varepsilon_{n+1}|\rangle$ diverges. The expansion parameter is not small on every bond. With $\delta=4t^2/W^2<1$, the condition $|\varepsilon_n\varepsilon_{n+1}|<t^2$ reads $yy'<\delta$, which has probability

$$\int_0^\delta dy+\int_\delta^1\frac{\delta}{y}\,dy=\delta(1-\ln\delta).$$

For $W=20t$, $\delta=0.01$ and the fraction is $0.01(1+4.605)=0.056$. About one neighbouring pair in eighteen is resonant in this sense.

## Part (d)

**Question.** Without expanding in $1/(\varepsilon_n\varepsilon_{n+1})$, find the sign and the leading size of $\gamma-\gamma_F$ at $E=0$.

**Answer.** From part (c), $-\ln|tG_{1N}|=\sum_n\ln|R_n/t|$. Far from the end the distribution of $R_n$ is taken to be stationary, and the average along the chain is replaced by the average over this distribution: $\gamma=\langle\ln|R/t|\rangle$.

*Average over the last site.* At $E=0$, $R_n=-(\varepsilon_n+x)$ with $x=t^2/R_{n-1}$. The shift $x$ depends only on earlier sites, so $\varepsilon_n$ can be averaged first at fixed $x$. With $\varepsilon_n+x=(W/2)s$ and $u=2x/W$,

$$\frac1W\int_{-W/2}^{W/2}\ln|\varepsilon+x|\,d\varepsilon=\ln\frac W2+\frac12\int_{u-1}^{u+1}\ln|s|\,ds=\ln\frac W2-1+g(u),$$

$$g(u)=\tfrac12\big[(1+u)\ln|1+u|+(1-u)\ln|1-u|\big],$$

where the antiderivative $s\ln|s|-s$ was used. Hence $\gamma=\gamma_F+\langle g(u)\rangle$.

*Sign.* The function $g$ is even, $g(0)=0$, and

$$g'(u)=\tfrac12\ln\left|\frac{1+u}{1-u}\right|>0\quad\text{for }u>0 .$$

So $g\ge0$ and $\gamma\ge\gamma_F$. In this model at the band centre, reversals shorten the localization length on average: shifting the uniform interval replaces values of magnitude below $W/2$ by values of magnitude above $W/2$, which raises the mean logarithm of the denominators.

*Distribution of $u$.* For $W\gg t$ the shift is usually small compared with $W$, so $R$ is nearly uniform with density $1/W$ on $[-W/2,W/2]$. From $R=2t^2/(Wu)$ one has $|dR/du|=2t^2/(Wu^2)$, and the density of $u$ is

$$p(u)=\frac{2t^2}{W^2u^2},\qquad |u|>\delta=\frac{4t^2}{W^2}.$$

Near zero $g\simeq u^2/2$, so $g/u^2$ is finite there and the lower cutoff can be dropped at leading order:

$$\gamma-\gamma_F\simeq\frac{2t^2}{W^2}\int_{-\infty}^{\infty}\frac{g(u)}{u^2}\,du .$$

*The integral.* Integrate by parts. The boundary term $g/u$ vanishes at zero and at infinity, where $g$ grows only as $\ln|u|$. The remaining integrand $g'/u$ is even, so

$$\int_{-\infty}^{\infty}\frac{g}{u^2}du=\int_0^\infty\ln\left|\frac{1+u}{1-u}\right|\frac{du}{u}=2\int_0^1\ln\frac{1+u}{1-u}\,\frac{du}{u}.$$

The last step maps $(1,\infty)$ onto $(0,1)$ by $u\to1/u$, which leaves the integrand unchanged. With $\ln\frac{1+u}{1-u}=2\sum_{k\ge0}u^{2k+1}/(2k+1)$, the result is $4\sum_{k\ge0}(2k+1)^{-2}=4\cdot\pi^2/8=\pi^2/2$. Therefore

$$\boxed{\gamma=\ln\frac{W}{2t}-1+\frac{\pi^2t^2}{W^2}+O\!\left(\frac{t^4}{W^4}\right)}$$

*The next order.* Two effects were neglected. The range $|u|<\delta$ should not have been included; it contributed $(2t^2/W^2)\cdot\frac12\cdot2\delta=8t^4/W^4$. Also, the density of $R$ near zero is reduced by the factor $1-P(|x|>W/2)$. The condition $|x|>W/2$ means $|R|<2t^2/W$, which has probability $4t^2/W^2$, so the main correction loses $4\pi^2t^4/W^4$. Together they give $-(8+4\pi^2)t^4/W^4\approx-47.5\,t^4/W^4$.

## Part (e)

**Question.** The table gives transfer-matrix values $\gamma_{\rm TM}$ at $E=0$ from 20000 chains of 2000 sites. The column $\Delta$ is the exact rate minus the forward rate for the same site energies. Assess the formulas of parts (b) and (d), and interpret the case $W=20t$.

| $W/t$ | $\gamma_F$ | $\gamma_{\rm TM}$ | $\Delta$ | $\pi^2t^2/W^2$ |
|---|---|---|---|---|
| 6 | 0.0986 | 0.3391 | 0.2405 | 0.2742 |
| 8 | 0.3863 | 0.5297 | 0.1432 | 0.1542 |
| 12 | 0.7918 | 0.8581 | 0.0662 | 0.0685 |
| 20 | 1.3026 | 1.3269 | 0.0242 | 0.0247 |
| 40 | 1.9957 | 2.0022 | 0.0062 | 0.0062 |
| 100 | 2.9120 | 2.9131 | 0.0010 | 0.0010 |

The standard errors are at most $0.00016$ for $\gamma_{\rm TM}$ and $0.00014$ for $\Delta$. These are sampling errors only. The first site of each chain has no shift $x$, which lowers both columns by about $\Delta/N$ relative to the limit $N\to\infty$; at $W=6t$ this is about $0.0001$, comparable to the sampling error.

**Answer.** Relative to $\gamma_{\rm TM}$, the forward result is too low by 71% at $W=6t$, 27% at $8t$, 7.7% at $12t$, 1.8% at $20t$ and 0.3% at $40t$. It is a strong-disorder limit, and $W>2et$ alone does not make it accurate. The sign of the error agrees with part (d) throughout.

The column $\Delta$ approaches $\pi^2t^2/W^2$ as $W$ grows. It uses the sampled forward rate instead of its mean $\gamma_F$, so it can differ slightly from the difference of the two columns before it. At large $W$ this cancels most of the sampling noise: at $W=100t$ the standard error is $0.00002$ for $\Delta$ and $0.00016$ for $\gamma_{\rm TM}$. At $W=6t$ and $8t$ there is no such gain. At $W=12t$ the next order lowers the prediction from $0.0685$ to $0.0685-47.5/12^4=0.0662$, in agreement with the data. At $W=6t$ the leading correction alone is 14% larger than $\Delta$. With the next order the prediction becomes $0.2742-47.5/6^4\approx0.238$, about 1% below $\Delta$.

For $W=20t$,

$$\gamma_F=\ln10-1=1.303,\qquad \gamma\simeq1.303+\frac{\pi^2}{400}=1.327 .$$

The localization length $1/\gamma$ is $0.768$ sites in the forward approximation and $0.754$ sites from the transfer matrix. A length below one lattice spacing means that the geometric mean of the amplitude ratio from one site to the next is below $1/e$, here $e^{-1.327}\approx0.27$. It does not mean that every step has this ratio, since single sites fluctuate strongly.

The definition through $G_{1N}$ can also be compared with eigenstates. In separately diagonalized chains at $W=20t$, 6112 eigenstates with $|E|<t$ decay between distances 4 and 10 from their maximum at an average rate of $1.333$ per site. This is 0.5% above $\gamma_{\rm TM}$, a difference of $0.006$ that is comparable to the sampling error of about $0.005$ for a sample of this size. The nonzero energies are expected to raise the rate slightly: replacing $\varepsilon$ by $\varepsilon-E$ in part (b) adds $g(2E/W)\simeq2E^2/W^2$ to $\gamma_F$, which is $0.005$ at $|E|=t$ and about $0.002$ averaged over the window. The rest of the difference is not resolved here, because the distances and the sample are finite.

The full set of values is in the numerical output.

## Calculated quantities

```
Energies in units of t, lengths in lattice spacings, E = 0
Short chain site energies [t]: [ 6. -3.  8. -7.  2. -9.  5. -4.]
Short chain exact G_1N [1/t]: 2.04763e-06
Short chain forward G_1N [1/t]: 2.75573e-06
Short chain ratio exact/forward: 0.7430
Short chain sum of 1/(e_n e_n+1) [1/t^2]: -0.3143
Short chain first-order ratio estimate: 0.6857
Integral of g(u)/u^2 over the line: 4.934802
pi^2/2: 4.934802
Locator result vanishes at W/t = 2e = 5.4366
Transfer matrix: 20000 chains of 2000 sites for each W
gamma per site; diff = exact minus forward, same disorder
W/t=6: locator 0.09861, transfer 0.33908 +- 0.00009
   diff 0.24048 +- 0.00014, pi^2 t^2/W^2 0.27416, locator error -70.92 %
W/t=8: locator 0.38629, transfer 0.52969 +- 0.00011
   diff 0.14317 +- 0.00012, pi^2 t^2/W^2 0.15421, locator error -27.07 %
W/t=12: locator 0.79176, transfer 0.85811 +- 0.00013
   diff 0.06616 +- 0.00009, pi^2 t^2/W^2 0.06854, locator error -7.73 %
W/t=20: locator 1.30259, transfer 1.32692 +- 0.00014
   diff 0.02424 +- 0.00007, pi^2 t^2/W^2 0.02467, locator error -1.83 %
W/t=40: locator 1.99573, transfer 2.00216 +- 0.00015
   diff 0.00621 +- 0.00004, pi^2 t^2/W^2 0.00617, locator error -0.32 %
W/t=100: locator 2.91202, transfer 2.91310 +- 0.00016
   diff 0.00098 +- 0.00002, pi^2 t^2/W^2 0.00099, locator error -0.04 %
Main case W/t = 20:
Variance of ln|e| per site (sampled): 0.986
Resonant pair fraction, formula: 0.0561
Resonant pair fraction, sampled: 0.0563
gamma with correction [per site]: 1.32726
Localization length, locator [sites]: 0.7677
Localization length, corrected [sites]: 0.7534
Localization length, transfer [sites]: 0.7536
Eigenstates with |E| < t used: 6112
Eigenstate decay, distance 4 to 10 [per site]: 1.333
```
